\section*{Minimum Twice-Frequency Injection for a Binary Pattern in an Oscillator Ising Machine}

\section{Definitions and conventions}

An oscillator Ising machine has $N$ self-sustained oscillators with phases $\theta_i(t)$, a common free angular frequency $\omega_0=2\pi f_0$, and real symmetric couplings $J_{ij}=J_{ji}$, $J_{ii}=0$. The rate $K>0$ sets the coupling strength. A signal at $2f_0$, with the same phase at every site, acts with rate $K_s\ge 0$. Both rates are in rad/s; $K/2\pi$ and $K_s/2\pi$ are quoted in MHz.

A binary pattern is a set of phases $\phi_i^*\in\{0,\pi\}$, read as spins $s_i=\cos\phi_i^*=\pm1$. Its Ising energy is
\begin{equation}
H(s)=-\sum_{i<j}J_{ij}s_is_j .
\end{equation}
Define the bond weights $w_{ij}=J_{ij}s_is_j$. A bond is satisfied if $w_{ij}>0$ and unsatisfied if $w_{ij}<0$. The coupling Jacobian of the pattern is
\begin{equation}
M_{ij}=K\Big(w_{ij}-\delta_{ij}\sum_k w_{ik}\Big),
\end{equation}
with largest eigenvalue $\lambda_{\max}$.

The carrier-level phase model is
\begin{equation}
\dot\theta_i=\omega_0-2K\sum_jJ_{ij}\sin\theta_i\cos\theta_j-2K_s\sin2\theta_i\cos2\omega_0t .
\end{equation}
Put $\theta_i=\omega_0t+\phi_i$. The products are
\begin{align}
2\sin\theta_i\cos\theta_j&=\sin(\phi_i-\phi_j)+\sin(2\omega_0t+\phi_i+\phi_j),\\
2\sin2\theta_i\cos2\omega_0t&=\sin2\phi_i+\sin(4\omega_0t+2\phi_i).
\end{align}
If $K$ and $K_s$ are small compared with $\omega_0$, the phases $\phi_i$ hardly move during a carrier period and the last term of each line averages out. To leading order,
\begin{equation}
\dot\phi_i=-K\sum_jJ_{ij}\sin(\phi_i-\phi_j)-K_s\sin2\phi_i .
\label{flow}
\end{equation}
This is the model to which the theorem applies.

In this phase model, the rate $K_s$ can be read from one isolated oscillator. If its frequency is off by $\Delta\omega$, then $\dot\phi=\Delta\omega-K_s\sin2\phi$, which has a rest point when $|\Delta\omega|\le K_s$. The full locking range, referred to $f_0$, is therefore $2K_s/2\pi$. On the axis of the injection frequency it is twice as wide, because the reference phase runs at half that frequency.

\section{The stability theorem}

\paragraph{Theorem.} Let $K_s>0$. A binary pattern is a rest point of (\ref{flow}). It is linearly asymptotically stable if and only if
\begin{equation}
K_s>K_s^{\rm th}=\frac{\lambda_{\max}}{2}.
\label{threshold}
\end{equation}

\paragraph{Proof.} Write $\phi_i=\phi_i^*+\delta_i$. Since $\phi_i^*-\phi_j^*$ is a multiple of $\pi$, its sine vanishes and its cosine is $s_is_j$. Hence
\begin{equation}
\sin(\phi_i-\phi_j)=s_is_j\sin(\delta_i-\delta_j),\qquad \sin2\phi_i=\sin2\delta_i ,
\end{equation}
the second because $2\phi_i^*$ is a multiple of $2\pi$. The flow becomes
\begin{equation}
\dot\delta_i=-K\sum_jw_{ij}\sin(\delta_i-\delta_j)-K_s\sin2\delta_i .
\label{delta}
\end{equation}
It vanishes at $\delta=0$. To first order,
\begin{align}
\dot\delta_i&=-K\Big(\sum_jw_{ij}\Big)\delta_i+K\sum_jw_{ij}\delta_j-2K_s\delta_i\\
&=\sum_j\big(M_{ij}-2K_s\delta_{ij}\big)\delta_j .
\end{align}
The matrix $M$ is real and symmetric, so it has real eigenvalues $\lambda_a$ and a complete orthonormal set of eigenvectors. The injection adds a multiple of the identity, so each mode evolves as $e^{(\lambda_a-2K_s)t}$. All modes decay precisely when $2K_s>\lambda_{\max}$. $\square$

\paragraph{Remark 1: infimum.} The value $K_s^{\rm th}$ is the greatest lower bound of the stabilizing injections. At equality at least one mode has zero linear rate, and the linear equation does not decide stability.

\paragraph{Remark 2: sign.} Each row of $M$ sums to zero, so $(1,\dots,1)$ is an eigenvector with eigenvalue zero and $\lambda_{\max}\ge0$. Without injection a common rotation of all phases costs nothing; the injection pins it.

\paragraph{Remark 3: two simple cases.} For any vector $x$,
\begin{align}
x^{T}Mx&=K\sum_{i,j}w_{ij}x_ix_j-K\sum_{i,j}w_{ij}x_i^2\nonumber\\
&=-K\sum_{i<j}w_{ij}(x_i-x_j)^2 .
\label{form}
\end{align}
If every bond is satisfied, this is never positive, so $\lambda_{\max}=0$ and any $K_s>0$ suffices. For two oscillators with one unsatisfied bond of strength $|J|$, the vector $(1,-1)$ has eigenvalue $2K|J|$, so $K_s>K|J|$ is needed. The injection must overcome the torque by which the unsatisfied bond drives the deviations $\delta_1$ and $\delta_2$ from the pattern apart.

\section{What the threshold says about the energy}

\paragraph{Proposition 1.} For every pattern,
\begin{align}
\lambda_{\max}&\le2K\max_i\sum_{j:\,w_{ij}<0}|w_{ij}|,\label{gersh}\\
\lambda_{\max}&\ge\frac{2KH(s)}{N-1},\label{trace}\\
\lambda_{\max}&\ge-\frac{KN\,\Delta H_A}{2m(N-m)},\label{cluster}
\end{align}
where $\Delta H_A$ is the energy change when a set $A$ of $m$ spins, $0<m<N$, is flipped.

\paragraph{Proof.} By Gershgorin's theorem each eigenvalue lies within $K\sum_j|w_{ij}|$ of some diagonal element $-K\sum_jw_{ij}$. The upper end of that interval is $K\sum_j(|w_{ij}|-w_{ij})$, where satisfied bonds cancel and unsatisfied ones count twice. This gives (\ref{gersh}).

The trace is $-K\sum_{i,j}w_{ij}=2KH$. One eigenvalue is zero, so the other $N-1$ have mean $2KH/(N-1)$, and the largest is at least their mean. This gives (\ref{trace}).

For (\ref{cluster}) take $x_i=1-m/N$ in $A$ and $x_i=-m/N$ outside. Then $x_i-x_j$ is $\pm1$ across the boundary of $A$ and zero elsewhere. With $C=\sum_{i\in A,j\notin A}w_{ij}$, equation (\ref{form}) gives $x^TMx=-KC$, while
\begin{equation}
x^Tx=m\Big(1-\frac mN\Big)^2+(N-m)\frac{m^2}{N^2}=\frac{m(N-m)}{N}.
\end{equation}
Flipping $A$ reverses the boundary weights, whose energy goes from $-C$ to $+C$, so $\Delta H_A=2C$. The quotient $x^TMx/x^Tx$ cannot exceed $\lambda_{\max}$. $\square$

\paragraph{Corollary.} A pattern with zero threshold is a ground state of $H$. If $\lambda_{\max}=0$, then (\ref{cluster}) requires $\Delta H_A\ge0$ for every set $A$, and every other pattern is reached by flipping some set; flipping all spins leaves $H$ unchanged.

The converse can fail under frustration, as the example below shows: a ground state may need a finite injection. In a test on 12 random six-spin graphs, half of them biased towards positive couplings, 14 patterns had zero threshold, and all were ground states.

\section{At and just below the threshold}

Equation (\ref{flow}) is a gradient flow, $\dot\phi_i=-\partial V/\partial\phi_i$, with
\begin{equation}
V=-K\sum_{i<j}J_{ij}\cos(\phi_i-\phi_j)-\frac{K_s}{2}\sum_i\cos2\phi_i .
\end{equation}
On binary patterns $V=KH-NK_s/2$, so at fixed $K_s$ their order in $V$ is their order in energy. In terms of $\delta$,
\begin{equation}
V=-K\sum_{i<j}w_{ij}\cos(\delta_i-\delta_j)-\frac{K_s}{2}\sum_i\cos2\delta_i .
\end{equation}
Insert $\cos x=1-x^2/2+x^4/24-\dots$ and let $V_*$ be the value at the pattern:
\begin{align}
V-V_*&=\tfrac12\delta^TR\,\delta+Q(\delta)+O(\delta^6),\qquad R=2K_sI-M,\\
Q(\delta)&=-\frac K{24}\sum_{i<j}w_{ij}(\delta_i-\delta_j)^4-\frac{K_s}{3}\sum_i\delta_i^4 .
\end{align}
The factor in the last term is $\tfrac12\cdot2^4/24=1/3$. There are no odd terms.

\paragraph{Proposition 2.} Let $\lambda_{\max}>0$ be simple with unit eigenvector $v$, and let $q=Q(v)$ at threshold. If $q>0$, the pattern is asymptotically stable at $K_s=K_s^{\rm th}$. Just below, where $\mu=\lambda_{\max}-2K_s$ is small and positive, it is replaced by two stable bent states with
\begin{equation}
\delta\simeq\pm A v,\qquad A^2=\frac{\mu}{4q}.
\label{bend}
\end{equation}
If $q<0$, the pattern is unstable at equality.

\paragraph{Proof.} Write $\delta=Av+y$ with $y\perp v$. On the $y$ space $R$ is positive definite, because the critical eigenvalue is simple. The lowest coupling of $y$ to $A$ is of order $A^3y$, so the condition $\partial V/\partial y=0$ gives $y=O(A^3)$. Eliminating $y$ changes $V$ by $O(A^6)$, leaving
\begin{equation}
V-V_*=-\tfrac12\mu A^2+qA^4+\text{higher order}.
\end{equation}
At $\mu=0$ and $q>0$ this is a strict minimum. It is also an isolated rest point, since $\partial V/\partial A=4qA^3+O(A^5)$. As $V$ decreases along the flow, the pattern is asymptotically stable. If $q<0$, points with lower $V$ lie arbitrarily near, and the flow cannot return from them to the pattern; as the rest point is isolated, they leave its neighbourhood.

For $\mu>0$, $q>0$, the condition $-\mu A+4qA^3=0$ gives (\ref{bend}). The curvature there is $-\mu+12qA^2=2\mu>0$, so the bent states are stable. $\square$

Loss of linear stability therefore need not change the readout. A bent phase is still read as the same spin while it remains within $\pi/2$ of its original value.

\section{Frequency spread and phase noise}

Small frequency offsets $\Delta\omega_i$ and white phase noise $\xi_i$ turn the linear equation into
\begin{equation}
\dot\delta=-R\,\delta+\Delta\omega+\xi,\qquad
\langle\xi_i(t)\xi_j(t')\rangle=2D\delta_{ij}\delta(t-t').
\end{equation}
Above threshold the static displacement is $R^{-1}\Delta\omega$. The stationary covariance $C$ satisfies $RC+CR=2DI$, whose solution is $C=DR^{-1}$. Independent offsets of standard deviation $\sigma$ give the static covariance $\sigma^2R^{-2}$. The soft mode, with stiffness $2K_s-\lambda_{\max}$, dominates both close to threshold. An injection barely above (\ref{threshold}) is thus a poor operating point.

The diffusion $D$ follows from the free linewidth. A free phase has variance $2Dt$, so its oscillation has correlation $e^{-Dt}$ and a Lorentzian spectrum proportional to $D/[D^2+(2\pi f)^2]$, with $f$ measured from the line centre. The full width at half maximum is $\Delta f=D/\pi$, hence $D=\pi\Delta f$.

\section{Example: an eight-oscillator Möbius ladder}

Number the sites $0$ to $7$ around a ring and add rungs between $i$ and $i+4$. All twelve couplings are $J=-1$. The rates are rough values for the regime of spin-Hall nano-oscillators: $f_0=10$ GHz, $K/2\pi=40$ MHz, linewidth 1 MHz and rms frequency spread 1 MHz after trimming.

\paragraph{Ground pattern.} Take $s=(+,+,-,+,-,-,+,-)$. Bonds $0$--$1$ and $4$--$5$ are unsatisfied and the other ten are satisfied, so $H=2-10=-8$, the lowest of all 256 patterns. Symmetry suggests the vector $(a,-a,-b,b,a,-a,-b,b)$. Using $(Mx)_i=K\sum_jw_{ij}(x_j-x_i)$ at sites 0 and 3,
\begin{align}
(Mx)_0/K&=-(-a-a)+(b-a)+(a-a)=a+b,\\
(Mx)_3/K&=(-b-b)+(a-b)+(b-b)=a-3b .
\end{align}
The other sites repeat these equations up to sign. With $\lambda=K\ell$,
\begin{equation}
(1-\ell)(-3-\ell)-1=\ell^2+2\ell-4=0,\qquad \ell=-1\pm\sqrt5 .
\end{equation}
Diagonalizing the full matrix confirms that $\ell=\sqrt5-1=1.236$ is the largest eigenvalue; the next is zero. Therefore
\begin{equation}
\frac{K_s^{\rm th}}{2\pi}=\frac{\sqrt5-1}{2}\times40\ \text{MHz}=24.72\ \text{MHz},
\end{equation}
equivalent to a full single-oscillator locking range of 49.44 MHz at $f_0$. Each site has at most one unsatisfied bond, so (\ref{gersh}) alone would guarantee stability above 40 MHz.

\paragraph{Alternating pattern.} For $s=(+,-,+,-,\dots)$ the eight ring bonds are satisfied and the four rungs are not, so $H=-4$. Waves $x_i=e^{iki}$ (the exponent's first $i$ is the imaginary unit), with $k=2\pi m/8$, diagonalize $M$:
\begin{equation}
\lambda/K=(2\cos k-2)-\big[(-1)^m-1\big].
\end{equation}
Even $m$ gives $2\cos k-2\le0$; odd $m$ gives $2\cos k$, largest at $m=\pm1$. Thus $\lambda_{\max}=\sqrt2K$ and $K_s^{\rm th}/2\pi=28.28$ MHz.

\paragraph{Direct test of the theorem.} Both patterns were displaced by random phases of about $10^{-4}$ rad and followed in the nonlinear flow. With $K_s$ set $0.05K$ below threshold the displacement grew at $0.1000K$; $0.05K$ above, it decayed at $0.1000K$. These are the predicted rates $\lambda_{\max}-2K_s$.

\paragraph{The selection window.} Enumeration gives $0.7071K$ as the lowest threshold of any excited pattern. For $0.618<K_s/K<0.707$ the eight ground patterns are therefore the only linearly stable binary patterns in this model. Thresholds do not follow energy order: the sixteen patterns at $H=-6$ need $1.293K$, more than the alternating pattern at $H=-4$. At $K_s=K$ two excited patterns are stable, namely the alternating pattern and its global flip.

\paragraph{Below threshold.} For the ground pattern $q=0.02500K$, so Proposition 2 applies with stability at equality. At $\mu=0.002K$, (\ref{bend}) gives $A=\sqrt{0.002/(4\times0.02500)}=0.1414$ rad; solving for the nonlinear rest point gives $0.1413$ rad.

The alternating pattern has two critical vectors, so Proposition 2 does not directly apply. Its quartic coefficient was $0.01562K$ in all 41 sampled directions of their plane, which suggests bending here too. At the middle of the window, $K_s=0.6626K$, one has $\mu=(1.4142-1.3252)K=0.0890K$ and the estimate $A=\sqrt{0.0890/(4\times0.01562)}=1.19$ rad. A unit critical vector is $\tfrac12\cos(\pi i/4+\alpha)$, so the largest single-site bend should be at most about $0.60$ rad.

In a noise-free run of 200 copies, kicked by 0.05 rad rms and followed for a time $400/K$, the largest bend was 0.564 rad. Every copy still read as the alternating pattern and none as a ground state. The largest remaining phase velocity was $1.6\times10^{-4}K$, so the copies had not yet come to rest. Followed further, to $2800/K$, they approach a bent rest point with largest bend about 0.53 rad, whose slowest mode decays at only about $0.002K$. Without noise the wrong readout is therefore trapped in a stable but very soft bent state. The window selects the stable binary patterns; it does not guarantee that the machine computes the ground state.

\paragraph{Noise and spread.} In units of $K$ the diffusion is $D/K=\pi(1)/[2\pi(40)]=0.0125$. At $K_s=0.6626K$, or 26.50 MHz, the slowest decay rate divided by $2\pi$ is $2(26.50-24.72)=3.56$ MHz. The worst-site rms phase is 0.193 rad from noise and 0.137 rad from frequency spread, in linear response. Raising $K_s/2\pi$ to 40 MHz increases the slowest rate to 30.56 MHz and reduces these phases to 0.083 and 0.017 rad.

Noisy runs without frequency spread, with 500 copies for each start and injection, lasted $0.398\,\mu$s. At both injections all copies started in the ground pattern had that readout at the end, and all copies started in the alternating pattern had the alternating readout. Here, and in the noise-free run, readouts that differ by a global flip count as the same. Over this time noise of 1 MHz linewidth neither destroyed the answer nor corrected the wrong one. This outcome depends strongly on the linewidth. At 26.50 MHz injection a 5 MHz linewidth carries about nine in ten alternating starts to a ground readout within the same time. A 10 MHz linewidth does so for nearly all of them, and it also moves about 40\% of the ground starts to another pattern, almost always a ground pattern. At 40 MHz injection and 5 MHz linewidth both readouts survive.

\section{Amplitude effects and real devices}

The phase model neglects changes in amplitude. Include them through the complex envelope $c_i=r_ie^{i\phi_i}$:
\begin{equation}
\dot c_i=\frac\Gamma2(1-i\nu)(1-|c_i|^2)c_i+i\Delta c_i+K\sum_jJ_{ij}c_j+K_sc_i^* .
\end{equation}
Here $\Gamma$ is the amplitude relaxation rate, $\nu$ the nonisochronicity (the dependence of frequency on amplitude), and $\Delta$ a common frequency adjustment. Dividing by $c_i$ and taking the imaginary part,
\begin{equation}
\dot\phi_i=\Delta-\frac{\nu\Gamma}{2}(1-r_i^2)-K\sum_jJ_{ij}\frac{r_j}{r_i}\sin(\phi_i-\phi_j)-K_s\sin2\phi_i .
\end{equation}
The real part gives
\begin{equation}
\frac{\dot r_i}{r_i}=\frac\Gamma2(1-r_i^2)+K\sum_jJ_{ij}\frac{r_j}{r_i}\cos(\phi_i-\phi_j)+K_s\cos2\phi_i .
\end{equation}

If all local fields $h_i=\sum_jw_{ij}$ equal $h$, a binary pattern admits equal amplitudes, $r^2=1+2(Kh+K_s)/\Gamma$, and $\Delta$ can cancel the common frequency shift. At the pattern the derivatives of the cosines vanish, so phase deviations do not drive amplitudes to first order. The Jacobian is block triangular and its phase block is $M-2K_sI$. The phase threshold is unchanged, provided the amplitude block is stable. The alternating pattern, with $h=2-1=1$ everywhere, is such a case.

The ground pattern is not: $h_i=1$ on sites $0,1,4,5$ and $3$ elsewhere. Let $\rho$ be the ratio of the larger amplitude to the smaller. At $\nu=0$ the two equations for $a,b$ become
\begin{equation}
\ell a=(2-\rho)a+\rho b,\qquad
\ell b=\frac a\rho-\Big(2+\frac1\rho\Big)b ,
\end{equation}
and their determinant gives
\begin{equation}
\ell^2+\Big(\rho+\frac1\rho\Big)\ell-4-\frac2\rho+2\rho=0 .
\end{equation}
Differentiating at $\rho=1$, $\ell=\sqrt5-1$ yields $(2\ell+2)\,d\ell/d\rho+4=0$, so $d\ell/d\rho=-2/\sqrt5$. A small amplitude difference lowers the threshold, because the weaker sites, which carry the unsatisfied bonds, are held more firmly by their stronger neighbours. For $\Gamma/2\pi=400$ MHz the envelope model gives 22.50 MHz instead of 24.72 MHz, a reduction of 9\% relative to the phase model. With $\nu=0.1$ a common $\Delta$ cannot cancel the unequal frequency shifts, so the rest phases move slightly away from $0$ and $\pi$. The threshold then depends on $\Delta$; for $\Delta=-\nu(2K+K_s)$, which cancels the mean frequency shift to leading order in $K/\Gamma$, it is 22.75 MHz.

Averaging matters far less here. At $K_s=K$ the slowest decay rate of the carrier-level model differs from the averaged value by $0.00006K$, or 0.002 MHz after division by $2\pi$.

Nano-constriction oscillators do run at gigahertz frequencies, but the signed ladder is an assumed design, not a description of a built array. Several chosen values are favourable or merely assumed. A linewidth of 1 MHz is at the narrow end for a single free-running device. The relaxation rate $\Gamma/2\pi=400$ MHz is an assumption; at 100 MHz and $\nu=0$ the ground threshold falls to 20.5 MHz. The nonisochronicity of spin-torque devices can be far above 0.1 unless field and bias are tuned to suppress it, and the computed shift should not be extrapolated to such values. Nonisochronicity also changes how $K_s$ is read from a single oscillator: with $J=0$, eliminating the amplitude from the two rest conditions gives $\Delta=K_s(\sin2\phi-\nu\cos2\phi)$, so the full locking range becomes $2K_s\sqrt{1+\nu^2}$ instead of $2K_s$. This assumes the locked state stays stable up to the edges. The trace of its Jacobian is $-\Gamma-4K_s\cos2\phi$, so $\Gamma>4K_s$ is sufficient; for slower amplitude relaxation and large $\nu$ the stable range is narrower. The spread of untrimmed devices can also greatly exceed 1 MHz. A 10 MHz spread would scale the linear phase error at 26.50 MHz injection to 1.37 rad, where linearization has failed; at 40 MHz injection the linear estimate is about 0.17 rad, though an unusually large offset can still break the lock. Propagation delays add coupling phase lags, which this model omits and which in general remove the gradient structure. For a real array, (\ref{threshold}) is a starting estimate. Raising the injection makes the soft mode stiffer against the measured spread and linewidth, but it also stabilizes excited patterns: in the phase model of this ladder, all 34 patterns at $H=-6$ and $H=-4$ are linearly stable once $K_s$ exceeds $1.294K$. The injection is therefore a compromise between holding a pattern firmly and excluding wrong ones. The numerical output following this text lists the main computed values.

\section*{Table of computed values}
\begin{verbatim}
carrier f0 = 10.0 GHz, injection = 20.0 GHz
K/2pi = 40.0 MHz, amplitude relaxation/2pi = 400 MHz
linewidth = 1.0 MHz, rms frequency spread = 1.0 MHz
nonisochronicity = 0.10, phase diffusion D/K = 0.0125
ground pattern: ++-+--+-  H = -8
alternating pattern: +-+-+-+-  H = -4
eigenvalues of M/K, ground: [-5.414 -3.414 -3.236 -2.586 -2.    -0.586  0.     1.236]
ground: lambda_max/K = 1.23607, threshold Ks/K = 0.61803
  Ks/2pi = 24.72 MHz, full locking range at f0 = 49.44 MHz
alternating: lambda_max/K = 1.41421, threshold Ks/K = 0.70711
  Ks/2pi = 28.28 MHz, full locking range at f0 = 56.57 MHz
H : number of patterns : lowest and highest threshold Ks/K
  -8 : 8 : 0.6180 0.6180
  -6 : 16 : 1.2934 1.2934
  -4 : 18 : 0.7071 1.2398
  -2 : 48 : 1.3879 1.9405
  -0 : 72 : 1.4516 2.2932
  2 : 48 : 1.5633 2.0596
  4 : 28 : 1.7071 2.3660
  6 : 16 : 2.5431 2.5431
  12 : 2 : 2.7071 2.7071
lowest threshold of any excited pattern Ks/K = 0.70711
measured rates/K at threshold -0.05, +0.05 (ground, then alternating): 0.1000 -0.1000 0.1000 -0.1000
random-graph patterns with zero threshold, all ground states: 14
quartic coefficient/K, ground = 0.02500
quartic coefficient/K, alternating = 0.01562 to 0.01562
bend at lambda_max-2Ks = 0.002 K: formula 0.1414, numeric 0.1413 rad
averaging error of slowest rate at Ks=K: 0.00006 K = 0.002 MHz
same error at ten times the carrier frequency: 0.000001 K
ground threshold with amplitudes, nu=0.0: Ks/K = 0.56242, 22.50 MHz
ground threshold with amplitudes, nu=0.1: Ks/K = 0.56869, 22.75 MHz
noisy runs: 500 copies, duration 0.398 us
Ks/K = 0.6626 (26.50 MHz): slowest decay/2pi = 3.56 MHz
  stable patterns: 8 ground, 0 excited
  worst-site rms phase: noise 0.193 rad, detuning 0.137 rad (linear)
  from ground: same readout 1.000, any ground readout 1.000
  from alternating: same readout 1.000, any ground readout 0.000
Ks/K = 1.0000 (40.00 MHz): slowest decay/2pi = 30.56 MHz
  stable patterns: 8 ground, 2 excited
  worst-site rms phase: noise 0.083 rad, detuning 0.017 rad (linear)
  from ground: same readout 1.000, any ground readout 1.000
  from alternating: same readout 1.000, any ground readout 0.000
noise-free from alternating, Ks/K = 0.6626: same readout 1.000, ground 0.000
  largest phase distance from 0 or pi = 0.564 rad, largest residual rate = 1.6e-04 K
\end{verbatim}
